# Hall Factor for Acoustic-Phonon Scattering in a Nondegenerate Parabolic Band

**Q:** A Hall measurement gives a transverse field, a current density and a magnetic field. If every carrier has the same charge and mass, why not take the density directly from $R_H=1/(nq)$?

**A:** That would be right if every carrier also had the same relaxation time. Equal masses do not ensure this, since fast and slow carriers may scatter at different rates. Let us define

$$R_H=\frac{E_y}{j_xB}=\frac{r}{nq},\qquad j_y=0,\qquad \mathbf B=B\hat{\mathbf z},$$

and calculate the Hall factor $r$ instead of assuming it.

I use atomic units in the algebra, so $\hbar=e=m_e=1$. The charge is $q=+1$ for holes and $q=-1$ for electrons, and the force is $q(\mathbf E+\mathbf v\times\mathbf B)$. The band is three-dimensional, spherical and parabolic: $\varepsilon=k^2/(2m)$ and $\mathbf v=\mathbf k/m$. The symbol $T$ means the thermal energy. The carriers are nondegenerate, so $f_0\propto e^{-\varepsilon/T}$.

**Q:** You already speak of a relaxation time. A collision sends carriers into a state as well as out of it. Why should one time describe both?

**A:** It need not in general, so the scattering law must come first. A longitudinal acoustic wave compresses the lattice and shifts the band edge by $D$ times the relative volume change. For a phonon of wavevector $\mathbf q_p$ and frequency $\omega=uq_p$, in a crystal of mass density $\rho$ and volume $V$, the squared matrix elements are

$$|M_{\rm abs}|^2=\frac{D^2q_p^2}{2\rho V\omega}N,\qquad
|M_{\rm em}|^2=\frac{D^2q_p^2}{2\rho V\omega}(N+1).$$

The factor $1/(2\rho V\omega)$ is the squared amplitude of one quantum of displacement, and $q_p^2$ appears because the coupling is to the divergence of the displacement. Screening is neglected.

When $\omega\ll T$, the Bose number is $N=T/\omega-\tfrac12+\dots$, so $2N+1\simeq2T/\omega$. If $\omega$ is also small beside the carrier energy, absorption and emission share the same final energy and can be added:

$$|M|^2=\frac{D^2q_p^2}{2\rho V\omega}\frac{2T}{\omega}
=\frac{D^2T}{\rho u^2V}=\frac{D^2T}{cV},\qquad c=\rho u^2.$$

The phonon wavevector has cancelled, so all directions on the energy shell are equally likely. Write $f=f_0+g$, where $g$ is linear in the electric field and odd in $\mathbf k$. The collision term is $\sum_{\mathbf k'}W[g(\mathbf k')-g(\mathbf k)]$. With constant $W$ on the shell, the incoming part sums an odd function over all directions and vanishes. The outgoing part is $-g/\tau$, so here the relaxation time follows from the scattering law.

**Q:** How does that time depend on energy?

**A:** Count the final states. Scattering preserves spin, so for one spin the number of states per unit energy is

$$V\frac{4\pi k^2}{(2\pi)^3}\frac{dk}{d\varepsilon}
=V\frac{k^2}{2\pi^2}\frac mk
=V\frac{mk}{2\pi^2}
=V\frac{(2m)^{3/2}\varepsilon^{1/2}}{4\pi^2},$$

where the last step uses $k=\sqrt{2m\varepsilon}$. Multiplying by $2\pi|M|^2$ gives

$$\frac1\tau=\frac{D^2T(2m)^{3/2}}{2\pi c}\,\varepsilon^{1/2}.$$

With $x=\varepsilon/T$, this is $\tau=\tau_0x^{-1/2}$, where $\tau_0$ is the time at $\varepsilon=T$. Slow carriers have fewer final states and live longer between collisions. The mean free path is

$$\ell=v\tau=\sqrt{\frac{2\varepsilon}{m}}\,
\frac{2\pi c}{D^2T(2m)^{3/2}\varepsilon^{1/2}}
=\frac{\pi c}{m^2D^2T},$$

which is independent of energy.

As a test, the golden-rule rate was summed over discrete final states in a box. The carrier energy was held fixed in each collision, and the sound speed was reduced a hundredfold at fixed $c$ so that $2N+1\simeq2T/\omega$. This checks the matrix element and the count of states, not the neglect of the phonon energy. For the example below, at $\varepsilon=T/2$, the sum was 0.998 of the closed formula.

**Q:** The magnetic force turns the carriers, and $\tau$ varies with energy. Does the derivative of $\tau$ not enter the Boltzmann equation?

**A:** It is multiplied by zero. In a steady, uniform state, to first order in $\mathbf E$,

$$q\mathbf E\cdot\nabla_{\mathbf k}f_0+q(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}g=-\frac g\tau .$$

There is no magnetic term in $f_0$, because $\nabla_{\mathbf k}f_0=-\mathbf v f_0/T$ is perpendicular to $\mathbf v\times\mathbf B$. Try

$$g=\frac{q\tau f_0}{T}\,\mathbf v\cdot\mathbf G(\varepsilon).$$

The gradient of any factor that depends on energy alone points along $\mathbf v$, so its product with $\mathbf v\times\mathbf B$ vanishes. What remains is the gradient of the explicit $\mathbf v=\mathbf k/m$:

$$-\frac{qf_0}{T}\mathbf E\cdot\mathbf v+
\frac{q^2\tau f_0}{mT}(\mathbf v\times\mathbf B)\cdot\mathbf G
=-\frac{qf_0}{T}\mathbf v\cdot\mathbf G.$$

Divide by $-qf_0/T$ and use $(\mathbf v\times\mathbf B)\cdot\mathbf G=\mathbf v\cdot(\mathbf B\times\mathbf G)$. Since the equation must hold for every direction of $\mathbf v$,

$$\mathbf G=\mathbf E+\frac{q\tau}{m}\mathbf G\times\mathbf B.$$

For $\mathbf E$ in the $xy$ plane and $s=q\tau B/m$, the components are $G_x=E_x+sG_y$ and $G_y=E_y-sG_x$. Substituting each into the other gives

$$G_x=\frac{E_x+sE_y}{1+s^2},\qquad
G_y=\frac{E_y-sE_x}{1+s^2}.$$

**Q:** Now you need an average over carriers. Is it the ordinary Maxwell-Boltzmann average?

**A:** No. The current carries an additional factor of energy, which comes from two velocities: one in $g$ and one in the current itself. Including both spins,

$$\mathbf j=2q\int\frac{d^3k}{(2\pi)^3}\mathbf v g,
\qquad n=2\int\frac{d^3k}{(2\pi)^3}f_0.$$

Averaging over angle replaces $v_iv_j$ by $\delta_{ij}v^2/3=\delta_{ij}\,2\varepsilon/(3m)$. As $d^3k\propto\varepsilon^{1/2}d\varepsilon$ and $q^2=1$,

$$\mathbf j=\frac{2n}{3m}\,
\frac{\int_0^\infty x^{3/2}e^{-x}\tau\mathbf G\,dx}
{\int_0^\infty x^{1/2}e^{-x}dx}.$$

The denominator is $\Gamma(3/2)=\tfrac23\Gamma(5/2)$, which cancels the prefactor $2/3$. Thus

$$\mathbf j=\frac nm\langle\tau\mathbf G\rangle,\qquad
\langle h\rangle=\frac{1}{\Gamma(5/2)}\int_0^\infty h(x)x^{3/2}e^{-x}dx.$$

Inserting $\mathbf G$ gives $j_x=\sigma_{xx}E_x+\sigma_{xy}E_y$ and $j_y=-\sigma_{xy}E_x+\sigma_{xx}E_y$, with

$$\sigma_{xx}=\frac nm\left\langle\frac{\tau}{1+s^2}\right\rangle,\qquad
\sigma_{xy}=\frac nm\left\langle\frac{\tau s}{1+s^2}\right\rangle.$$

**Q:** The Hall contacts draw no current. How does that fix the factor?

**A:** Setting $j_y=0$ gives $E_y=(\sigma_{xy}/\sigma_{xx})E_x$. Then $j_x=(\sigma_{xx}^2+\sigma_{xy}^2)E_x/\sigma_{xx}$, and

$$R_H=\frac{\sigma_{xy}}{B(\sigma_{xx}^2+\sigma_{xy}^2)}.$$

At low magnetic field, $\sigma_{xx}\to n\langle\tau\rangle/m$ and $\sigma_{xy}\to nqB\langle\tau^2\rangle/m^2$. The square of $\sigma_{xy}$ is of order $B^2$ and drops out:

$$R_H\to\frac{q\langle\tau^2\rangle}{n\langle\tau\rangle^2}
=\frac1{nq}\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2},
\qquad r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.$$

The middle equality uses $q=1/q$ for $q=\pm1$. One power of $\tau$ measures the velocity gained from the electric field. The second measures how far the magnetic field turns it before a collision. Since $r-1=(\langle\tau^2\rangle-\langle\tau\rangle^2)/\langle\tau\rangle^2$ is a variance divided by a squared mean, this factor cannot be below one for the spherical band.

**Q:** Then what number does acoustic scattering give?

**A:** Put $\tau=\tau_0x^{-1/2}$ into the two averages:

$$\langle\tau\rangle=\tau_0\frac{\int_0^\infty xe^{-x}dx}{\Gamma(5/2)}
=\tau_0\frac{1}{3\sqrt\pi/4}=\frac{4\tau_0}{3\sqrt\pi},$$

$$\langle\tau^2\rangle=\tau_0^2\frac{\int_0^\infty x^{1/2}e^{-x}dx}{\Gamma(5/2)}
=\tau_0^2\frac{\sqrt\pi/2}{3\sqrt\pi/4}=\frac{2\tau_0^2}{3}.$$

Therefore

$$r=\frac23\left(\frac{3\sqrt\pi}{4}\right)^2
=\frac23\cdot\frac{9\pi}{16}=\frac{3\pi}{8}\simeq1.178.$$

The strength of the scattering sits in $\tau_0$ and cancels. The energy dependence does not.

**Q:** Could the elastic approximation have put that number in by hand?

**A:** One can test it by starting from a linear collision equation that keeps phonon energies, Bose factors and scattering into each state. Its inelasticity is measured by $\alpha=u\sqrt{2m/T}=2u/v_T$, where $v_T$ is the carrier speed at $\varepsilon=T$. At $\alpha=0.02$ its numerical solution gives $r=1.1780$, in agreement with the elastic result.

**Q:** How low is "low magnetic field"?

**A:** Define $b=\tau_0|B|/m$, so that $s^2=b^2/x$. Taking $\tau_0$ out of the averages gives

$$r(B)=\frac{S_2}{S_1^2+b^2S_2^2},$$

$$S_1=\frac1{\Gamma(5/2)}\int_0^\infty\frac{x^2e^{-x}}{x+b^2}dx,\qquad
S_2=\frac1{\Gamma(5/2)}\int_0^\infty\frac{x^{3/2}e^{-x}}{x+b^2}dx.$$

For small $b$, divide out the fractions:

$$\frac{x^2}{x+b^2}=x-b^2+\frac{b^4}{x+b^2},\qquad
\frac{x^{3/2}}{x+b^2}=x^{1/2}-b^2x^{-1/2}+\frac{b^4}{\sqrt x(x+b^2)}.$$

The last term of the first expression contributes at order $b^4\ln(1/b)$. In the second, $\int_0^\infty dx/[\sqrt x(x+b^2)]=\pi/b$, so slow carriers with $x\sim b^2$ produce a cubic term. Hence

$$S_1=\frac{4}{3\sqrt\pi}(1-b^2+\dots),\qquad
S_2=\frac23(1-2b^2+2\sqrt\pi\,b^3+\dots).$$

Relative to $(4/3\sqrt\pi)^2$, the denominator of $r(B)$ is $1-2b^2+\pi b^2/4$, because $(2/3)^2(9\pi/16)=\pi/4$. The terms $-2b^2$ above and below cancel, leaving

$$\frac{r(B)}{r(0)}=1-\frac\pi4b^2+2\sqrt\pi\,b^3+\dots .$$

In the opposite limit, $b\gg1$, we have $S_2\to1/b^2$ and $S_1$ is also of order $1/b^2$. Then $b^2S_2^2$ dominates the denominator and $r\to1$. This is a classical limit, without Landau quantization.

**Q:** Give me a sample in which the distinction matters.

**A:** Take electrons with $m=0.3$, $D=9$ eV, $c=1$ eV/Å$^3$, $u=90$ Å/ps and $n=10^{13}$ cm$^{-3}$, at 100 K and 0.05 tesla. The thermal energy is 0.008617 eV. Restoring $\hbar$ and using $\hbar^2/m_e=7.62$ eV Å$^2$,

$$\ell=\frac{\pi c(\hbar^2/m)^2}{D^2T}
=\frac{\pi(1)(7.62/0.3)^2}{9^2(0.008617)}\simeq2900\ \text{Å}.$$

The time at thermal energy is $\tau_0=2.89$ ps, so $\langle\tau\rangle=0.752\times2.89=2.17$ ps. The drift mobility $e\langle\tau\rangle/m$ is about 12,700 cm$^2$/Vs. The Hall mobility, $|R_H|$ times the zero-field conductivity, is larger by the factor $r$: about 15,000 cm$^2$/Vs. The low-field Hall coefficient is

$$R_H=-\frac{1.178}{(10^{13}\ \text{cm}^{-3})(1.602\times10^{-19}\ \text{C})}
\simeq-7.35\times10^5\ \text{cm}^3/\text{C}.$$

Someone who sets $r=1$ would infer $10^{13}/1.178=8.49\times10^{12}$ cm$^{-3}$, which is 15% below the density in the model.

Here $b=0.0847$. The quadratic term lowers $r$ by 0.56% and the cubic term raises it by 0.22%. The full integrals give a fall of 0.41%, so 0.05 tesla is a low field for this sample at that accuracy.

**Q:** Are the phonon energies really negligible here?

**A:** Not for every carrier. The largest elastic momentum transfer is $2k$, which gives a ratio of phonon to carrier energy of about $2ku/(k^2/2m)=4u/v$. At $\varepsilon=T$ this estimate is $2\alpha=0.36$. Keeping the phonon energy in the energy balance changes the largest ratio to 0.39 for absorption and 0.33 for emission. The estimate grows for slower carriers. The collision equation with the actual $\alpha=0.179$ gives $r=1.172$, about 0.5% below $3\pi/8$, and a drift mobility 2% above the elastic value. The averages are less sensitive than the worst individual collision.

Fermi statistics matter far less: the density is $1.3\times10^{-5}$ of the effective band density, and $r$ changes by less than one part in a million. In a strongly degenerate gas, by contrast, the weight $-\partial f_0/\partial\varepsilon$ selects a narrow range around the Fermi energy. The spread in $\tau$ then disappears and $r\to1$.

**Q:** May I use 1.178 for a silicon wafer?

**A:** Not without correction. The example is a spherical model in the rough regime of high-purity n-type silicon near 100 K, where a mobility of order $10^4$ cm$^2$/Vs is reasonable. Silicon's conduction valleys, however, are ellipsoids. For one valley with an isotropic $\tau(\varepsilon)$, the drift velocity to first order in $B$ is

$$v_x=\frac{q\tau}{m_x}E_x+\frac{q^2\tau^2B}{m_xm_y}E_y.$$

The Hall factor therefore acquires the multiplier $\overline{1/(m_xm_y)}/(\overline{1/m_x})^2$, where the bar averages over valleys. For equal populations of valleys along the three cube axes, with longitudinal-to-transverse mass ratio $K$, it is

$$\frac{(1+2/K)/3}{[(2+1/K)/3]^2}
=\frac{3K(K+2)}{(2K+1)^2}.$$

A rough $K=5$ gives $105/121=0.868$, and the Hall factor becomes $1.178\times0.868=1.02$. Among the effects estimated here at 100 K, this is the largest. It nearly cancels the scattering enhancement, so correcting a silicon measurement by 1.178 alone could be worse than making no correction.

**Q:** What about impurities and a warmer sample?

**A:** Take each change separately, starting again from the spherical model. Ionized impurities of density $n$, treated in the screened Born approximation with relative permittivity 12, lower $r$ to 1.13. Their momentum-loss rate is proportional to

$$k\int_{-1}^{1}\frac{(1-\cos\theta)\,d(\cos\theta)}
{[2k^2(1-\cos\theta)+k_s^2]^2},$$

where $k_s$ is the inverse screening length. Dividing by the acoustic rate removes the leading $k$, and the remaining integral decreases with $k$. Impurities thus shorten $\tau$ by the largest fraction for slow carriers, whose acoustic times were longest. For these inputs, that narrows the relative spread. The Born approximation is stretched here. It needs the Coulomb parameter $1/(12v)$ to be small, but that parameter is about 1.8 at $\varepsilon=T$. Using Coulomb phase shifts for the close collisions reduces the cross section there by about 20% and moves $r$ to about 1.14, so the last digit of 1.13 is not reliable.

A single intervalley phonon, with a rough energy of 0.06 eV and coupling of 8 eV/Å, scattering into one final valley of the same mass, leaves $r=1.18$ at 100 K. Softer intervalley phonons, omitted here, can matter already at this temperature. At 300 K, with the other material parameters held fixed, this phonon raises it to 1.25. With four final valleys at the same coupling the value would be 1.34, so the size of the rise at 300 K depends strongly on the number of valleys and the coupling. The acoustic value should therefore not be carried to room temperature on the strength of the 100 K estimate.

These estimates are not additive, and they leave out nonparabolicity, neutral impurities and anisotropy of the deformation potential. Nor does the derivation cover a strongly confined channel, because its $\varepsilon^{1/2}$ density of states belongs to three-dimensional motion.

## Computed results

```
Band mass: 0.30 electron masses
Deformation potential: 9.0 eV
Elastic stiffness: 1.0 eV/angstrom^3
Sound speed: 90 angstrom/ps
Temperature: 100 K
Carrier density: 1.0e+13 cm^-3
Magnetic field: 0.050 T
Thermal energy: 0.008617 eV
Relaxation time at thermal energy: 2.889 ps
Mean free path: 2904 angstrom
<tau>/tau0: 0.752253 (dimensionless)
<tau^2>/tau0^2: 0.666667 (dimensionless)
Hall factor from energy averages: 1.178097 (dimensionless)
3 pi/8: 1.178097 (dimensionless)
Hall factor from k-space current: 1.178095 (dimensionless)
Box/closed total rate at 0.5 kT: 0.99774 (ratio)
Box/closed momentum rate at 0.5 kT: 0.99774 (ratio)
Hall factor, collision equation, slow sound: 1.17797 (dimensionless)
Drift mobility: 12740 cm^2/Vs
Hall mobility: 15009 cm^2/Vs
Electron Hall coefficient: -7.3531e+05 cm^3/C
Density inferred with r=1: 8.4883e+12 cm^-3
Density error with r=1: -15.12 percent
Drift mobility times field: 0.06370 (dimensionless)
b=tau0*B/mass: 0.08468 (dimensionless)
Hall factor at example field: 1.17331 (dimensionless)
Finite-field change: -0.407 percent
Hall factor at b=200: 1.000006 (dimensionless)
Inelasticity parameter alpha: 0.1791 (dimensionless)
Hall factor with inelastic phonons: 1.1724 (dimensionless)
Inelastic/elastic drift mobility: 1.0209 (ratio)
Density/effective band density: 1.260e-05 (ratio)
Fermi-statistics change in r: -7.64e-05 percent
Relative permittivity used: 12.0 (dimensionless)
Hall factor with ionized impurities: 1.1344 (dimensionless)
Rough valley mass ratio: 5.0 (dimensionless)
Mass-anisotropy multiplier: 0.8678 (dimensionless)
Hall factor with ellipsoidal valleys: 1.0223 (dimensionless)
Rough intervalley coupling: 8.0 eV/angstrom
Rough intervalley phonon energy: 0.060 eV
Hall factor with intervalley, 100 K: 1.1800 (dimensionless)
Hall factor with intervalley, 300 K: 1.2498 (dimensionless)
```
